# Why PAW Needs No Separate Ewald Sum for the Nuclei: test program

```python
"""PAW electrostatics without a separate Ewald sum, tested on rock salt.

Result under test: for a neutral periodic cell
    E = 1/2 (rho_s|rho_s) + sum over atoms of one-sphere corrections,
where rho_s = smooth electron density + compensation charge, and the
compensation charge includes the nuclei and matches all sphere moments.
Electrons count as positive charge, a nucleus as -Z. Hartree atomic units.
d: neighbour distance, a = 2d: cubic cell edge, V: cell volume.
alpha: exponent of a normalized Gaussian (alpha/pi)^(3/2) exp(-alpha r^2).
beta: exponent of the localized electron clouds in the second model.
Infinite self-energies of point nuclei are always omitted.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc

pi = np.pi
hartree_eV = physical_constants["Hartree energy in eV"][0]
d = 5.0
a = 2 * d
V = a**3
frac_A = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
frac_B = (frac_A + np.array([.5, 0, 0])) % 1.0
positions = a * np.vstack([frac_A, frac_B])

# Reciprocal vectors, excluding G = 0, and explicit structure factors.
n_max = 60
idx = np.arange(-n_max, n_max + 1)
h, k, l = [x.ravel() for x in np.meshgrid(idx, idx, idx, indexing="ij")]
m2 = h*h + k*k + l*l
keep = (m2 > 0) & (m2 <= n_max**2)
h, k, l, m2 = h[keep], k[keep], l[keep], m2[keep]
G2 = (2*pi/a)**2 * m2


def structure_factor(frac):
    # Both sublattices are symmetric under inversion, so the sum is real.
    return sum(np.cos(2*pi*(h*s[0] + k*s[1] + l*s[2])) for s in frac)


S_A, S_B = structure_factor(frac_A), structure_factor(frac_B)
S_salt = S_A - S_B


def coulomb_G(rho_G, cutoff=np.inf):
    use = G2 <= cutoff**2
    return 2*pi/V * np.sum(rho_G[use]**2 / G2[use])


def gauss_nodes(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return upper*(x + 1)/2, upper*w/2


def gaussian(r, alpha):
    return (alpha/pi)**1.5 * np.exp(-alpha*r*r)


def overlap_sum(q_A, q_B, alpha):
    """Point minus Gaussian pair energy per cell, summed in real space."""
    q = np.array([q_A]*4 + [q_B]*4)
    i = np.arange(-2, 3)
    images = a*np.array(np.meshgrid(i, i, i)).reshape(3, -1).T
    diff = positions[:, None, None] - positions[None, :, None] + images
    r = np.linalg.norm(diff, axis=-1)
    other = r > 1e-9
    safe_r = np.where(other, r, 1.0)
    term = np.where(other, erfc(np.sqrt(alpha/2)*safe_r)/safe_r, 0.0)
    return 0.5*np.einsum("i,j,ijk->", q, q, term)


def self_energy(alpha):
    return np.sqrt(alpha/(2*pi))


def ewald(q_A, q_B, alpha):
    """Point charges, with a uniform background if they are not neutral."""
    smooth = coulomb_G((q_A*S_A + q_B*S_B)*np.exp(-G2/(4*alpha)))
    total = 4*(q_A + q_B)
    return (smooth - 4*(q_A**2 + q_B**2)*self_energy(alpha)
            + overlap_sum(q_A, q_B, alpha) - pi*total**2/(alpha*V))


# Gaussian potential, self-energy and pair energy from radial integrals.
alpha_wide, alpha_narrow = 0.25, 4.0
r_test = 1.7
inner = quad(lambda s: 4*pi*s*s*gaussian(s, alpha_wide), 0, r_test)[0]
outer = quad(lambda s: 4*pi*s*gaussian(s, alpha_wide), r_test, 30)[0]
assert abs(inner/r_test + outer
           - erf(np.sqrt(alpha_wide)*r_test)/r_test) < 1e-9
r, w = gauss_nodes(300, 30.0)
v_gauss = erf(np.sqrt(alpha_wide)*r)/r
self_quad = 0.5*np.sum(w*4*pi*r*r*gaussian(r, alpha_wide)*v_gauss)
assert abs(self_quad - self_energy(alpha_wide)) < 1e-10
# Average of a displaced Gaussian over a sphere about the first centre.
shell = (alpha_wide/pi)**1.5 * (np.exp(-alpha_wide*(r-d)**2)
        - np.exp(-alpha_wide*(r+d)**2))/(4*alpha_wide*r*d)
pair_quad = np.sum(w*4*pi*r*r*shell*v_gauss)
pair_formula = erf(np.sqrt(alpha_wide/2)*d)/d
assert abs(pair_quad - pair_formula) < 1e-10


# Direct real-space sums over cubes with fractional boundary charges.
def cube_sum(n, alternating):
    i = np.arange(-n, n + 1)
    weight = np.ones(2*n + 1)
    weight[[0, -1]] = 0.5
    if alternating:
        weight = weight*(1 - 2*(np.abs(i) % 2))
    r2 = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
    inv = np.zeros(r2.shape)
    inv[r2 > 0] = 1/np.sqrt(r2[r2 > 0])
    return np.einsum("i,j,k,ijk->", weight, weight, weight, inv)


M_direct = -cube_sum(40, True)
like_ratio = cube_sum(40, False)/cube_sum(20, False)
assert abs(like_ratio - 4) < 0.02


def madelung(energy_cell):
    return -energy_cell*d/4


# Rock salt from smooth neutral Gaussian ions.
E_smooth = coulomb_G(S_salt*np.exp(-G2/(4*alpha_narrow)))
E_self = 8*self_energy(alpha_narrow)
M_narrow = madelung(E_smooth - E_self)
E_wide = coulomb_G(S_salt*np.exp(-G2/(4*alpha_wide)))
E_wide_net = E_wide - 8*self_energy(alpha_wide)
M_wide = madelung(E_wide_net)
wide_repair = overlap_sum(1, -1, alpha_wide)
M_repaired = madelung(E_wide_net + wide_repair)
assert abs(M_narrow - M_direct) < 1e-6  # finite cube in the direct sum
assert abs(M_repaired - M_narrow) < 1e-9
assert abs(M_wide - M_direct) > 1e-3

# Cutoff behaviour of smooth and point ions, per ion pair.
cutoffs = [4, 8, 12, 16]
smooth_table = [coulomb_G(S_salt*np.exp(-G2/(4*alpha_narrow)), c)/4
                for c in cutoffs]
point_table = [coulomb_G(S_salt, c)/4 for c in cutoffs]
slope = (coulomb_G(S_salt, 30) - coulomb_G(S_salt, 15))/(8*15)
assert abs(slope*pi - 1) < 0.02  # discrete shells make the growth uneven
assert abs(smooth_table[-1] - E_smooth/4) < 1e-9


# Compact compensation charges: proportional to (1-r^2/radius^2)^3.
def compact_madelung(radius):
    r, w = gauss_nodes(100, radius)
    t, wt = gauss_nodes(20, 1.0)

    def raw(s):
        return (1 - (s/radius)**2)**3

    norm = np.sum(w*4*pi*r*r*raw(r))
    use = G2 <= 16**2
    shells, inverse = np.unique(m2[use], return_inverse=True)
    q = 2*pi/a*np.sqrt(shells)
    form = np.sinc(q[:, None]*r/pi) @ (w*4*pi*r*r*raw(r))/norm
    rho_G = S_salt[use]*form[inverse]
    energy = 2*pi/V*np.sum(rho_G**2/G2[use])
    rt = r[:, None]*t
    enclosed = r*np.sum(wt*4*pi*rt**2*raw(rt), axis=1)/norm
    own = np.sum(w*4*pi*r*raw(r)/norm*enclosed)
    return madelung(energy - 8*own)


M_touching = compact_madelung(d/2)
M_overlapping = compact_madelung(0.8*d)
assert abs(M_touching - M_narrow) < 1e-8
assert abs(M_overlapping - M_narrow) > 1e-5

# Second model: nuclei, localized clouds and a modulated smooth density.
Z_A, Z_B = 3.0, 5.0
N_A, N_B = 1.5, 2.5
beta = 12.0
smooth_electrons = 4*(Z_A + Z_B - N_A - N_B)
n_mean, n_wave = smooth_electrons/V, -0.010
n_smooth_G = np.where((np.abs(h) == 1) & (np.abs(k) == 1)
                      & (np.abs(l) == 1), V*n_wave/8, 0.0)

# Conventional route: three terms, with an Ewald sum for the nuclei.
n_G = n_smooth_G + (N_A*S_A + N_B*S_B)*np.exp(-G2/(4*beta))
E_ee = coulomb_G(n_G)
E_en = -4*pi/V*np.sum(n_G*(Z_A*S_A + Z_B*S_B)/G2)
E_nn = ewald(Z_A, Z_B, 0.5)
assert abs(E_nn - ewald(Z_A, Z_B, 2.0)) < 1e-8
assert abs(madelung(ewald(1, -1, 0.5)) - M_direct) < 1e-6
E_conventional = E_ee + E_en + E_nn


def sphere_correction(Z, N, q, alpha, wave):
    r, w = gauss_nodes(250, d/2)
    volume = w*4*pi*r*r
    g = gaussian(r, alpha)
    v_D = (N*erf(np.sqrt(beta)*r) - Z - q*erf(np.sqrt(alpha)*r))/r
    n_avg = n_mean + wave*np.sinc(np.sqrt(3)*2*r/a)
    cross = np.sum(volume*v_D*(n_avg + q*g))
    own = 0.5*np.sum(volume*v_D*(N*gaussian(r, beta) - q*g))
    at_nucleus = 2*(N*np.sqrt(beta/pi) - q*np.sqrt(alpha/pi))
    return cross + own - 0.5*Z*at_nucleus


def paw_energy(alpha, transfer=0.0):
    q_A, q_B = N_A - Z_A + transfer, N_B - Z_B - transfer
    rho_G = n_smooth_G + (q_A*S_A + q_B*S_B)*np.exp(-G2/(4*alpha))
    smooth = coulomb_G(rho_G)
    local_A = 4*sphere_correction(Z_A, N_A, q_A, alpha, n_wave)
    local_B = 4*sphere_correction(Z_B, N_B, q_B, alpha, -n_wave)
    return smooth, local_A, local_B, smooth + local_A + local_B


paw_4, paw_6 = paw_energy(4.0), paw_energy(6.0)
transfer = 0.1
paw_bad = paw_energy(4.0, transfer)
assert abs(paw_4[3] - E_conventional) < 1e-7
assert abs(paw_6[3] - E_conventional) < 1e-7
assert abs(paw_4[0] - paw_6[0]) > 0.1
assert abs(paw_bad[3] - E_conventional) > 1e-3

# The smooth density on a real-space grid and its FFT Poisson energy.
n_grid = 64
x = a*np.arange(n_grid)/n_grid
wave_1d = np.cos(2*pi*x/a)
rho = n_mean + n_wave*np.einsum("i,j,k->ijk", wave_1d, wave_1d, wave_1d)
compensation = np.zeros_like(rho)
for site, q in zip(positions, [N_A - Z_A]*4 + [N_B - Z_B]*4):
    p = [sum(np.sqrt(4.0/pi)*np.exp(-4.0*(x - c - a*i)**2)
             for i in (-1, 0, 1)) for c in site]
    compensation += q*np.einsum("i,j,k->ijk", *p)
min_smooth_density = rho.min()
rho = rho + compensation
cell_charge = rho.mean()*V
charge_without_nuclei = cell_charge + 4*(Z_A + Z_B)
f = 2*pi*np.fft.fftfreq(n_grid, a/n_grid)
K2 = f[:, None, None]**2 + f[None, :, None]**2 + f[None, None, :]**2
rho_K = np.fft.fftn(rho)*V/n_grid**3
nonzero = K2 > 0
E_fft = 2*pi/V*np.sum(np.abs(rho_K[nonzero])**2/K2[nonzero])
assert min_smooth_density > 0
assert abs(cell_charge) < 1e-9
assert abs(E_fft - paw_4[0]) < 1e-8

# Outside potential of a non-spherical charge in a unit sphere.
r, wr = gauss_nodes(30, 1.0)
c, wc = np.polynomial.legendre.leggauss(60)
phi = 2*pi*np.arange(120)/120
R, C, P = np.meshgrid(r, c, phi, indexing="ij")
dv = (wr*r*r)[:, None, None]*wc[None, :, None]*2*pi/120
legendre = [np.ones_like(C), C, (3*C*C - 1)/2]
charge = (1 - R*R)**2*(0.5 + 0.7*R*legendre[1] + R*R*legendre[2])
point_r, point_angle = 1.5, 0.7
cos_gamma = (C*np.cos(point_angle)
             + np.sqrt(1 - C*C)*np.cos(P)*np.sin(point_angle))
inverse_distance = 1/np.sqrt(R*R + point_r**2 - 2*R*point_r*cos_gamma)
residual = charge.copy()
outside = [np.sum(dv*residual*inverse_distance)]
for order in range(3):
    solid = R**order*legendre[order]
    shape = solid*(1 - R*R)**3
    moment = np.sum(dv*charge*solid)
    residual = residual - moment*shape/np.sum(dv*shape*solid)
    outside.append(np.sum(dv*residual*inverse_distance))
assert abs(outside[1]) > 1e-3
assert abs(outside[3]) < 1e-10

print("ROCK SALT, IONS OF CHARGE +1 AND -1")
print(f"neighbour distance d = {d:.1f} bohr; cell edge = {a:.1f} bohr")
print(f"narrow Gaussian exponent = {alpha_narrow:.2f} bohr^-2")
print(f"smooth energy per ion pair = {E_smooth/4:.9f} hartree")
print(f"self-energy per ion pair = {E_self/4:.9f} hartree")
E_pair = (E_smooth - E_self)/4
print(f"Madelung energy per ion pair = {E_pair:.9f} hartree")
print(f"the same energy = {E_pair*hartree_eV:.6f} eV")
print(f"Madelung constant, narrow Gaussians = {M_narrow:.9f} (no unit)")
print(f"Madelung constant, direct cubes = {M_direct:.9f} (no unit)")
print(f"wide Gaussian exponent = {alpha_wide:.2f} bohr^-2")
print(f"Madelung constant, wide, unrepaired = {M_wide:.9f} (no unit)")
print(f"wide overlap repair per pair = {wide_repair/4:.9f} hartree")
print(f"Madelung constant, wide, repaired = {M_repaired:.9f} (no unit)")
print(f"compact, radius {d/2:.1f} bohr: constant = {M_touching:.9f}")
print(f"compact, radius {0.8*d:.1f} bohr: constant = {M_overlapping:.9f}")
print("Reciprocal energy per pair (hartree), narrow Gaussian / point:")
for cutoff, smooth, point in zip(cutoffs, smooth_table, point_table):
    print(f"  cutoff {cutoff:2d} bohr^-1: {smooth:.9f} / {point:.6f}")
print(f"point-ion growth per ion / cutoff = {slope:.5f} hartree bohr")
print(f"expected growth 1/pi = {1/pi:.5f} hartree bohr")
print(f"like charges: potential ratio, doubled cube = {like_ratio:.4f}")
print("MODEL WITH NUCLEI AND ELECTRONS, ENERGIES PER CELL")
print(f"nuclear charges Z_A, Z_B = {Z_A:.1f}, {Z_B:.1f} e")
print(f"localized electrons N_A, N_B = {N_A:.1f}, {N_B:.1f}")
print(f"localized-cloud exponent = {beta:.1f} bohr^-2")
print(f"smooth electrons per cell = {smooth_electrons:.1f}")
print(f"smooth density mean, wave = {n_mean:.3f}, {n_wave:.3f} bohr^-3")
print(f"compensation A, B = {N_A-Z_A:.1f}, {N_B-Z_B:.1f} electron charges")
print(f"smooth cell charge = {abs(cell_charge):.6f} electron charges")
print(f"without nuclei = {charge_without_nuclei:.6f} electron charges")
print(f"electron-electron = {E_ee:.8f} hartree")
print(f"electron-nucleus = {E_en:.8f} hartree")
print(f"nucleus-nucleus (Ewald) = {E_nn:.8f} hartree")
print(f"conventional total = {E_conventional:.8f} hartree")
for exponent, result in ((4, paw_4), (6, paw_6)):
    print(f"PAW, compensation exponent {exponent} bohr^-2 (hartree):")
    print(f"  smooth = {result[0]:.8f}; A spheres = {result[1]:.8f}")
    print(f"  B spheres = {result[2]:.8f}; total = {result[3]:.8f}")
print(f"FFT smooth energy, exponent 4 = {E_fft:.8f} hartree")
print(f"misplaced charge per site = {transfer:.1f} electron charges")
print(f"resulting error = {paw_bad[3]-E_conventional:.6f} hartree")
print("Potential at 1.5 sphere radii (sphere radius = 1 bohr), hartree/e:")
print(f"  uncompensated = {outside[0]:.6f}")
print(f"  monopole matched = {outside[1]:.6f}")
print(f"  monopole and dipole matched = {outside[2]:.6f}")
print(f"  all moments matched, magnitude = {abs(outside[3]):.1e}")
print("done: every assertion held")
```

Running it gives:

```
ROCK SALT, IONS OF CHARGE +1 AND -1
neighbour distance d = 5.0 bohr; cell edge = 10.0 bohr
narrow Gaussian exponent = 4.00 bohr^-2
smooth energy per ion pair = 1.246256203 hartree
self-energy per ion pair = 1.595769122 hartree
Madelung energy per ion pair = -0.349512919 hartree
the same energy = -9.510731 eV
Madelung constant, narrow Gaussians = 1.747564595 (no unit)
Madelung constant, direct cubes = 1.747564610 (no unit)
wide Gaussian exponent = 0.25 bohr^-2
Madelung constant, wide, unrepaired = 1.676434368 (no unit)
wide overlap repair per pair = -0.014226045 hartree
Madelung constant, wide, repaired = 1.747564595 (no unit)
compact, radius 2.5 bohr: constant = 1.747564595
compact, radius 4.0 bohr: constant = 1.738284399
Reciprocal energy per pair (hartree), narrow Gaussian / point:
  cutoff  4 bohr^-1: 1.176142926 / 2.207353
  cutoff  8 bohr^-1: 1.246151213 / 4.718590
  cutoff 12 bohr^-1: 1.246256200 / 7.290087
  cutoff 16 bohr^-1: 1.246256203 / 9.799266
point-ion growth per ion / cutoff = 0.31894 hartree bohr
expected growth 1/pi = 0.31831 hartree bohr
like charges: potential ratio, doubled cube = 4.0031
MODEL WITH NUCLEI AND ELECTRONS, ENERGIES PER CELL
nuclear charges Z_A, Z_B = 3.0, 5.0 e
localized electrons N_A, N_B = 1.5, 2.5
localized-cloud exponent = 12.0 bohr^-2
smooth electrons per cell = 16.0
smooth density mean, wave = 0.016, -0.010 bohr^-3
compensation A, B = -1.5, -2.5 electron charges
smooth cell charge = 0.000000 electron charges
without nuclei = 32.000000 electron charges
electron-electron = 38.10574402 hartree
electron-nucleus = -229.06717471 hartree
nucleus-nucleus (Ewald) = -37.71545941 hartree
conventional total = -228.67689010 hartree
PAW, compensation exponent 4 bohr^-2 (hartree):
  smooth = 17.57245488; A spheres = -65.14152655
  B spheres = -181.10781843; total = -228.67689010
PAW, compensation exponent 6 bohr^-2 (hartree):
  smooth = 23.59248420; A spheres = -66.74504665
  B spheres = -185.52432765; total = -228.67689010
FFT smooth energy, exponent 4 = 17.57245488 hartree
misplaced charge per site = 0.1 electron charges
resulting error = -0.076311 hartree
Potential at 1.5 sphere radii (sphere radius = 1 bohr), hartree/e:
  uncompensated = 0.347705
  monopole matched = 0.028559
  monopole and dipole matched = 0.003245
  all moments matched, magnitude = 1.5e-15
done: every assertion held
```
